# Magnetisation Jump and Doping Reversal in an Orbital Chern Insulator, part 2

When the chemical potential \(\mu\) crosses the gap of a two-dimensional Chern insulator, its orbital magnetisation \(M\) changes linearly. It reverses sign there if its zero, \(\mu_0\), lies between the band edges \(E_v\) and \(E_c\). The task is to compute \(M\), and hence \(\mu_0\), from the bands of independent electrons.

Electrons have charge \(-e\), with \(e>0\), and the field \(B\) points along \(+z\). The temperature is zero and \(B\to0\) unless stated otherwise, and the spin and valley order is fixed as \(\mu\) varies. \(M\) is moment per area, in amperes; \(e/h\) is 38.74 nA per meV. The gap is \(E_g=E_c-E_v\); for interacting electrons it is the thermodynamic gap, set by the energies to add and remove an electron. The grand potential per area \(\omega\) obeys \(d\omega=-n\,d\mu-M\,dB\), where \(n\) is the electron density.

With \(\partial_j=\partial/\partial k_j\) and cell-periodic Bloch states \(|u_{\mathbf k}\rangle\), eigenstates of the Bloch Hamiltonian \(H_{\mathbf k}\), the Berry curvature and Chern number are

\[
\Omega=i\big(\langle\partial_xu|\partial_yu\rangle-\langle\partial_yu|\partial_xu\rangle\big),\qquad
C=\frac1{2\pi}\int\Omega\,d^2k, \tag{2}
\]

with the integral over one Brillouin zone. The Hall conductance is \(\sigma_{xy}=-Ce^2/h\). A Maxwell relation and the Hall response,

\[
\left(\frac{\partial M}{\partial\mu}\right)_B=\left(\frac{\partial n}{\partial B}\right)_\mu , \tag{4}
\]

\[
\left(\frac{\partial n}{\partial B}\right)_\mu=-\frac{\sigma_{xy}}e=C\frac eh , \tag{15}
\]

together give, in the gap,

\[
\boxed{\;\frac{\partial M}{\partial\mu}=C\frac eh,\qquad
M(E_c)-M(E_v)=C\frac{eE_g}{h}\;} \tag{16}
\]

For a finite lattice sample of area \(\mathcal A\), let \(H\) be the one-electron Hamiltonian, \(x,y\) the diagonal position operators, \(P\) the projector on the states below \(\mu\), and \(Q=1-P\). The magnetisation is then

\[
M=\frac{e}{\hbar\mathcal A}\operatorname{Im}\operatorname{Tr}(PxHy). \tag{25}
\]

At the sample's boundary run edge modes of velocity \(v\); the number of clockwise modes minus the number of counterclockwise ones is \(C\).

### A form that can be evaluated in the bulk

Equation (25) contains unbounded positions and cannot be applied to an infinite crystal. Since \(P\) commutes with \(H\), \(H=PHP+QHQ\). For the first part,

\[
\operatorname{Im}\operatorname{Tr}(PxPHPy)=\frac1{2i}\operatorname{Tr}\big[H(PyPxP-PxPyP)\big]. \tag{26}
\]

Replace the inner \(P\) by \(1-Q\). The terms \(PyxP\) and \(PxyP\) cancel, leaving \(PxQyP-PyQxP\), so (26) equals \(\operatorname{Im}\operatorname{Tr}(HPxQyP)\). The same identity without \(H\) gives

\[
\operatorname{Im}\operatorname{Tr}(PxQyP)=\frac1{2i}\operatorname{Tr}[PyP,PxP]=0, \tag{27}
\]

because the trace of a commutator of finite matrices vanishes. Any multiple of (27) may be subtracted. Subtracting \(\mu\) times it from each part yields

\[
M=\frac e{\hbar\mathcal A}\operatorname{Im}\operatorname{Tr}\big[(H-\mu)PxQyP+PxQ(H-\mu)QyP\big]. \tag{28}
\]

In the gapped interior \(PxQ=-P[x,P]\) is short-ranged, so the trace is a sum of local terms. The subtraction of \(\mu\) matters at the edge. On a disc of radius \(R\), consider one clockwise mode with angular factors \(e^{il\varphi}\). Its energy falls as \(l\) rises, so the states \(l\ge l_0\) are filled. The coordinates \(R\cos\varphi\) and \(R\sin\varphi\) change \(l\) by one, and therefore connect a single filled–empty pair of this mode:

\[
\langle l_0|x|l_0-1\rangle\langle l_0-1|y|l_0\rangle=\frac R2\cdot\frac{iR}2=\frac{iR^2}4 . \tag{29}
\]

This is proportional to the area. In (27) it is what cancels the interior contribution, which by (31) and (32) below is \(-\pi R^2C/(4\pi)=-CR^2/4\). In (28), however, the pair is weighted by its two energies relative to \(\mu\), each no larger than the level spacing \(\hbar|v|/R\). Its contribution grows only as \(R\). The remaining edge terms are local and, for a uniform edge, also grow as the perimeter. Divided by \(\mathcal A\), all of them vanish for a large sample, and (28) may be evaluated with bulk states.

### Bloch form and the two-band result

For \(\psi_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}\), differentiation with respect to \(k_x\) gives

\[
x\psi_{\mathbf k}=-i\partial_x\psi_{\mathbf k}+ie^{i\mathbf k\cdot\mathbf r}\partial_xu_{\mathbf k}. \tag{30}
\]

In a wave packet the first term, after integration by parts, remains in the same filled band, and \(Q\) removes it. Thus \(QxP\) acts as \(iQ|\partial_xu\rangle\langle u|\), and its adjoint \(PxQ\) as \(-i|u\rangle\langle\partial_xu|Q\). The factors \(i\) and \(-i\) multiply to one. For one filled band of energy \(E\),

\[
M=\frac e\hbar\int\!\frac{d^2k}{(2\pi)^2}\operatorname{Im}\Big[(E-\mu)\langle\partial_xu|Q|\partial_yu\rangle+\langle\partial_xu|Q(H_{\mathbf k}-\mu)Q|\partial_yu\rangle\Big]. \tag{31}
\]

By (2),

\[
\operatorname{Im}\langle\partial_xu|Q|\partial_yu\rangle=\operatorname{Im}\langle\partial_xu|\partial_yu\rangle=-\frac\Omega2, \tag{32}
\]

since the part with \(P\) is real. The terms of (31) containing \(\mu\) add up to \((e/\hbar)\mu\int\Omega\,d^2k/(2\pi)^2=Ce\mu/h\). This is the slope (16) again, obtained without the Maxwell relation (4) or the Hall response.

Now let there be two bands, \(E_-\) filled and \(E_+\) empty, with midpoint \(h_0=(E_++E_-)/2\). Then \(Q\) contains one state, of energy \(E_+\), and (31) becomes

\[
M=\frac e\hbar\int\!\frac{d^2k}{(2\pi)^2}\Big(-\frac\Omega2\Big)(E_-+E_+-2\mu)
=\frac e\hbar\int\!\frac{d^2k}{(2\pi)^2}\,\Omega\,(\mu-h_0). \tag{33}
\]

For \(C\neq0\) this is

\[
\boxed{\;M=C\frac eh(\mu-\mu_0),\qquad \mu_0=\frac{\int h_0\,\Omega\,d^2k}{\int\Omega\,d^2k}\;} \tag{34}
\]

If \(h_0\) does not depend on \(\mathbf k\), then \(\mu_0=h_0\) is the centre of the gap and reversal is certain. A midpoint that varies over the zone moves \(\mu_0\) and can push it out of the gap.

### A moiré-scale example

The model is the Haldane model on a honeycomb lattice of period \(a=13.0\) nm, whose cell area is 146.36 nm². It describes one spin- and valley-polarised flavour with one electron per cell. Nearest neighbours are coupled by \(t=4.0\) meV, and the two sublattices have energies \(\pm m\) with \(m=0.30\) meV. The second-neighbour amplitude along \(\mathbf b_1=a(1,0)\) and its rotations \(\mathbf b_2,\mathbf b_3\) by 120° and 240° is \(c+is\) on sublattice A and \(c-is\) on B, with \(c=0.10\) meV and \(s=0.40\) meV. One of the three B neighbours of each A site is displaced from it by \((\mathbf b_1-\mathbf b_3)/3\); the opposite placement would reverse the sign of \(C\). Then

\[
E_\pm=h_0\pm\sqrt{t^2|f|^2+d_z^2},\quad
h_0=2c\sum_i\cos\mathbf k\cdot\mathbf b_i,\quad
d_z=m+2s\sum_i\sin\mathbf k\cdot\mathbf b_i, \tag{35}
\]

where \(f\) is the sum of the three nearest-neighbour phase factors. It vanishes at the two zone corners, where every \(\mathbf k\cdot\mathbf b_i\) equals \(2\pi/3\) or every one equals \(-2\pi/3\), up to multiples of \(2\pi\). There \(h_0=-3c=-0.30\) meV and \(d_z=m\pm3\sqrt3\,s\), that is, 2.3785 or −1.7785 meV. The smaller magnitude sets the edges:

\[
E_v=-0.30-1.7785=-2.0785\ \text{meV},\qquad
E_c=-0.30+1.7785=1.4785\ \text{meV}. \tag{36}
\]

A scan over the zone gives the same edges, \(C=1\) and \(\mu_0=-0.2302\) meV, inside the gap. Equation (34) then gives

\[
\begin{aligned}
M(E_v)&=(-2.0785+0.2302)\times38.74=-71.6\ \text{nA},\\
M(E_c)&=(1.4785+0.2302)\times38.74=+66.2\ \text{nA}.
\end{aligned} \tag{37}
\]

The jump of 137.8 nA, multiplied by the cell area, is 2.175 Bohr magnetons per cell.

Two calculations that do not use (34) test it. The first puts a real flux through a periodic lattice and takes \(M=-[\omega(B)-\omega(-B)]/2B\), extrapolated to zero field. The second sums \(\mathbf r\times\mathbf v\) over the states of open flakes with 12, 18 and 24 cells per side, smoothed at 2 K, and extracts the part proportional to area. At \(\mu=-1.1,\,-0.3\) and 0.5 meV, (34) gives −33.70, −2.70 and 28.29 nA. The flux calculation gives the same to these digits, and the flakes give −33.68, −2.70 and 28.27 nA.

A second choice, \(t=4.0\), \(c=1.8\), \(s=1.0\), \(m=0\) meV, also has \(C=1\) but strongly skewed bands. Its valence edge is at the zone centre, where \(h_0=6c=10.8\) meV and the square root is \(3t=12\) meV, so \(E_v=-1.20\) meV. Its conduction edge is at a corner, at −0.20 meV. The weighted midpoint is \(\mu_0=-3.31\) meV, below the gap. The magnetisation runs from +81.6 to +120.2 nA: the slope is the same and there is no reversal. The flux calculation confirms the midgap value, 100.89 nA.

### Reversal by doping

In a gated sample the density is controlled rather than \(\mu\). A few holes per area put \(\mu\) near \(E_v\); a few electrons put it near \(E_c\). At zero temperature the full jump of \(M\) is thus concentrated at the filling of the gap; at finite temperature, thermal carriers spread it over a small range of doping.

At fixed density the free energy per area, \(F=\omega+\mu n\), obeys \(dF=\mu\,dn-M\,dB\). For the first model with 0.02 holes per cell, at 2 K and 0.177 T, the difference of \(F\) between opposite fields gives \(M=-76.5\) nA. With 0.02 electrons per cell it gives +72.2 nA. Both magnitudes are somewhat above the edge values (37). Doubling the field changes them by at most 0.27 nA, so finite field does not account for the excess; the effects of finite density and temperature were not separated.

Time reversal turns this valley, \(K\), into its partner \(K'\), with \(C\) and \(M\) reversed. The free energy of \(K'\) in field \(B\) equals that of \(K\) in field \(-B\), so in a weak field

\[
F_K(n,B)-F_{K'}(n,B)=F_K(n,B)-F_K(n,-B)\simeq-2MB, \tag{38}
\]

where \(M\) belongs to \(K\). For \(B>0\), hole doping favours \(K'\) and electron doping favours \(K\). Two statements should be kept apart. If the valley stays fixed, doping reverses \(M\). If the valley can relax in a fixed field, \(M\) stays along the field, and what changes is the valley, and with it the sign of the filled band's Hall conductance.

Equation (38) requires doping beyond a narrow window. By (15), the two gapped states have densities \(n_0\pm CeB/h\), where \(n_0\) is the zero-field value. Between these densities one valley is hole-doped while the other is electron-doped. At 0.1 T the shift \(eB/h\) is \(2.4\times10^9\) cm⁻².

At that field the valley energy difference, with the smaller of the two doped magnetisations, is 0.013 meV per cell. At 2 K, \(kT\) is 0.172 meV, so about 13 cells together gain \(kT\). A domain must be much larger for the field to select its valley reliably. Whether it then switches depends on barriers to domain motion, which this model does not contain.

### Beside the real material

The parameters are in the rough regime of magic-angle twisted bilayer graphene aligned with hexagonal boron nitride, near three electrons per moiré cell. There the period is about 13 nm, a quantised anomalous Hall effect with \(|C|=1\) is seen, and the gap is of the order of a few meV. At this filling three flavours have both of their bands filled, and the model describes the fourth. In the two-band picture the filled flavours add nothing to \(M\) in the gap, but the top of their upper bands may lie above \(E_v\). It is then the lower edge of the gap, doped holes enter those flavours, and reversal within the gap requires this edge to lie below \(\mu_0\). The hole-side values above assume that it lies well below \(E_v\). Reversal by gating has been reported in a related system, twisted monolayer–bilayer graphene. One assumption that real devices break strongly is that of independent electrons in two fixed bands. With a rough relative permittivity of 10, the Coulomb energy at one period is 11 meV, three times the gap. The slope (16) survives this if the order is fixed, and the jump changes by 38.74 nA for each meV of thermodynamic gap when \(|C|=1\). The value of \(\mu_0\) is not protected. Relative to the edges, a shift of 1.71 meV upward or 1.85 meV downward would remove the reversal, and interactions, remote bands and the other filled flavours could supply one. The model therefore shows that reversal is possible at this scale; it does not predict it for a given device.

Other neglected effects can be sized with the example's numbers:

- **Spin.** One polarised electron per cell has a moment of 1.00 Bohr magneton, against orbital values of −1.130 and +1.045 at the two edges. Spin–orbit coupling in graphene is weak, and a spin free to follow the field does so in either valley, leaving the choice (38) unchanged. If the spin were locked to the valley with its moment along \(+z\) in \(K\), the totals would be −0.13 and +2.05; with the opposite locking they would be −2.13 and +0.04. Either way a reversal remains, but a marginal one.
- **Inhomogeneity.** A rough density spread of \(10^{10}\) cm⁻² is 0.015 electrons per cell. This is comparable with the doping used above and wider than the window at 0.1 T, so the jump would be smeared over such a range of filling.
- **Temperature and self-field.** At 2 K the activation factor \(e^{-E_g/2kT}\) is \(3\times10^{-5}\). The field scale \(\mu_{\rm vac}M/a\), with \(\mu_{\rm vac}\) the vacuum permeability, is 6 µT, negligible beside 0.1 T.

The remaining computed values are in the numerical output.

## Calculated quantities

```
Moire period: 13.0 nm
Moire cell area: 146.36 nm^2
First-neighbour hopping: 4.00 meV
Second hopping, real part: 0.10 meV
Second hopping, imaginary part: 0.40 meV
Sublattice energy (+A, -B): 0.30 meV
Chern number: 1.000000
Chern number, other valley: -1.000000
Valence edge E_v: -2.0785 meV
Conduction edge E_c: 1.4785 meV
Gap: 3.5569 meV
Zero of magnetisation mu0: -0.2302 meV
Shift of mu0, mesh 120 to 240: 0.0e+00 meV
e/h slope: 38.740 nA/meV
M at valence edge: -71.60 nA
M at conduction edge: 66.20 nA
Jump of M: 137.80 nA
Jump of M, converted: 2.175 mu_B per cell
mu -1.100 meV: M formula -33.70, torus -33.70, flake -33.68 nA
mu -0.300 meV: M formula -2.70, torus -2.70, flake -2.70 nA
mu 0.500 meV: M formula 28.29, torus 28.29, flake 28.27 nA
Flake slope divided by e/h: 0.9995
Extra states per flux quantum, torus: 1
Temperature: 2.0 K
Thermal energy kT: 0.1723 meV
Doping magnitude: 0.020 electrons per cell
Field used for doped M: 0.177 T
M with holes: -76.49 nA
M with electrons: 72.16 nA
Largest doped-M shift on doubling field: 0.27 nA
Skewed t, Re t2, Im t2, mass: 4.0 1.8 1.0 0.0 meV
Skewed Chern number: 1.000000
Skewed valence edge: -1.2000 meV
Skewed conduction edge: -0.2038 meV
Skewed mu0: -3.3063 meV
Skewed M at valence edge: 81.60 nA
Skewed M at conduction edge: 120.19 nA
Skewed midgap M, formula: 100.89 nA
Skewed midgap M, torus: 100.89 nA
Spin moment, one polarised electron: 1.001 mu_B per cell
Orbital M at valence edge: -1.130 mu_B per cell
Orbital M at conduction edge: 1.045 mu_B per cell
Relative permittivity (rough input): 10.0
Coulomb energy at one period: 11.08 meV
Activation factor exp(-gap/2kT): 3.30e-05
Density spread (rough input): 1.0e+10 cm^-2
Density spread per cell: 0.0146 electrons
Self-field scale mu_0 M/period: 6.40 uT
Selecting field (chosen): 0.10 T
Gap density shift eB/h: 2.42e+09 cm^-2
Valley energy difference per cell: 0.01318 meV
Cells for that difference to equal kT: 13.1
```
